# Hund's paradox and the tunnelling time of a torsional double well: test program

```python
"""Hund's paradox for a torsional double well.

Result under test: eigenstates have definite parity, and a handed state turns
into its mirror image in t = h/(2*Delta), where Delta is the splitting of the
lowest even and odd levels. For V = V0*cos(phi)^2 and g = sqrt(V0/B) >> 1,
    Delta = 16*B*g**1.5*exp(-2*g)/sqrt(pi).
phi: dihedral angle; B = hbar^2/(2*I): torsional constant; I: reduced inertia.
A potential is stored as c[0..4], meaning V = sum_k c[k]*cos(k*phi).
Energies are in cm^-1 unless a name says otherwise. Molecular potentials are
RHF/6-31G** with the bond lengths and bond angles relaxed at each dihedral.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, lib

lib.num_threads(1)
mp.mp.dps = 80
HZ_PER_CM = 100 * sc.c
ROT = sc.hbar / (4 * np.pi * HZ_PER_CM * sc.atomic_mass * 1e-20)
HARTREE_CM = sc.physical_constants["hartree-inverse meter relationship"][0] / 100
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
ORDERS = np.arange(5)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)


def half_time(delta):
    return 1 / (2 * HZ_PER_CM * delta)


# ---------- high-precision levels in separate parity blocks ----------
def parity_ground(c, B, odd):
    """Lowest level and vector in the cosine (even) or sine (odd) basis."""
    # The momentum spread grows with sqrt(V/B), and the basis grows with it.
    size = 30 + int(2 * np.sqrt(np.sum(np.abs(c)) / B))
    first, sign = (1, -1) if odd else (0, 1)
    root_half = mp.sqrt(mp.mpf(1) / 2)
    coef = [mp.mpf(float(x)) for x in c]
    b = mp.mpf(float(B))
    H = np.full((size, size), mp.mpf(0), dtype=object)
    for i in range(size):
        for j in range(i, min(size, i + 5)):
            m, n = i + first, j + first
            value = coef[0] + b * m * m if i == j else mp.mpf(0)
            for k in range(1, 5):
                if m == 0:
                    if n == k:
                        value += coef[k] * root_half
                else:
                    count = int(k == n - m) + sign * int(k == n + m)
                    if count:
                        value += coef[k] * count / 2
            H[i, j] = H[j, i] = value
    e, v = eigh(H.astype(float), subset_by_index=[0, 0])
    # A shift just below the lowest level keeps the matrix positive definite.
    shift = mp.mpf(float(e[0])) - mp.mpf("0.01")
    for i in range(size):
        H[i, i] -= shift
    for i in range(size):
        stop = min(size, i + 5)
        for r in range(i + 1, stop):
            factor = H[r, i] / H[i, i]
            H[r, i] = factor
            for s in range(i + 1, stop):
                H[r, s] -= factor * H[i, s]
    x = [mp.mpf(float(t)) for t in v[:, 0]]
    for _ in range(5):
        y = list(x)
        for i in range(size):
            for r in range(i + 1, min(size, i + 5)):
                y[r] -= H[r, i] * y[i]
        # The factorization is L*U with U stored on and above the diagonal.
        for i in reversed(range(size)):
            for s in range(i + 1, min(size, i + 5)):
                y[i] -= H[i, s] * y[s]
            y[i] /= H[i, i]
        level = shift + sum(p * p for p in x) / sum(p * q for p, q in zip(x, y))
        norm = mp.sqrt(sum(q * q for q in y))
        x = [q / norm for q in y]
    return level, np.array([float(t) for t in x])


def doublet(c, B):
    e_even, v_even = parity_ground(c, B, False)
    e_odd, v_odd = parity_ground(c, B, True)
    return float(e_odd - e_even), float(e_even), v_even, v_odd


def flux_parts(B, v_even, v_odd):
    """Cis and trans parts of the splitting from the wavefunctions alone."""
    n_even, n_odd = np.arange(len(v_even)), np.arange(1, len(v_odd) + 1)
    amp = v_even / np.sqrt(np.pi)
    amp[0] /= np.sqrt(2)

    def even(p):
        return np.cos(np.outer(p, n_even)) @ amp

    def odd(p):
        return np.sin(np.outer(p, n_odd)) @ v_odd / np.sqrt(np.pi)

    def odd_slope(p):
        return np.cos(np.outer(p, n_odd)) @ (n_odd * v_odd) / np.sqrt(np.pi)

    p = np.pi * (NODES + 1) / 2
    overlap = np.pi / 2 * np.sum(WEIGHTS * even(p) * odd(p))
    ends = np.array([0.0, np.pi])
    flux = B * even(ends) * odd_slope(ends) / overlap
    return flux[0], -flux[1]


# ---------- semiclassical formulas ----------
def potential(c, phi):
    return np.cos(np.multiply.outer(phi, ORDERS)) @ c


def curvature(c, phi):
    return -np.sum(ORDERS**2 * c * np.cos(ORDERS * phi))


def minimum(c):
    grid = np.linspace(0.2, np.pi - 0.05, 2000)
    phi = grid[np.argmin(potential(c, grid))]
    for _ in range(8):
        phi += np.sum(ORDERS * c * np.sin(ORDERS * phi)) / curvature(c, phi)
    return phi


def path_estimate(c, B, top):
    phi0 = minimum(c)
    a = abs(top - phi0)
    y = a * (NODES + 1) / 2
    w = a * WEIGHTS / 2
    kappa = np.sqrt((potential(c, phi0 + np.sign(top - phi0) * y)
                     - potential(c, phi0)) / B)
    quantum = np.sqrt(2 * B * curvature(c, phi0))
    gamma = quantum / (2 * B)
    A = np.sum(w * (gamma / kappa - 1 / y))
    S = 2 * np.sum(w * kappa)
    return 2 * quantum * np.sqrt(gamma / np.pi) * a * np.exp(A - S)


def cos2(V0):
    return np.array([V0 / 2, 0, V0 / 2, 0, 0])


def closed_form(V0, B):
    g = np.sqrt(V0 / B)
    return 16 * B * g**1.5 * np.exp(-2 * g) / np.sqrt(np.pi)


print("MODEL V0*cos^2(phi): exact / closed-form splitting")
deviation = []
for g in (5, 10, 20, 40):
    ratio = doublet(cos2(g**2), 1.0)[0] / closed_form(g**2, 1.0)
    deviation.append(abs(ratio - 1))
    print(f"  g = {g:2d}: ratio {ratio:.4f}")
    if g >= 10:
        assert abs(ratio - 1) < 0.6 / g
assert all(x > y for x, y in zip(deviation, deviation[1:]))
for top in (0.0, np.pi):
    assert abs(2 * path_estimate(cos2(400.0), 1.0, top)
               / closed_form(400.0, 1.0) - 1) < 1e-4

# ---------- plane waves: no parity imposed ----------
WAVES = np.arange(-60, 61)
POINTS = -np.pi + (np.arange(400) + 0.5) * 2 * np.pi / 400
FOURIER = np.exp(1j * np.outer(POINTS, WAVES)) / np.sqrt(len(POINTS))
SIZE = len(WAVES)
SINE = 0.5j * (np.eye(SIZE, k=1) - np.eye(SIZE, k=-1))


def plane_wave_matrix(c, B):
    H = np.diag(B * WAVES**2 + c[0]).astype(complex)
    for k in range(1, 5):
        H += c[k] / 2 * (np.eye(SIZE, k=k) + np.eye(SIZE, k=-k))
    return H


def parity(v):
    return np.vdot(v, v[::-1]).real


def right_probability(H, time_over_hbar, g):
    """Start from a Gaussian in the left well; return the right-half weight."""
    packet = np.exp(-g * (POINTS + np.pi / 2)**2 / 2)
    start = FOURIER.conj().T @ (packet / np.linalg.norm(packet))
    e, U = np.linalg.eigh(H)
    end = U @ (np.exp(-1j * e * time_over_hbar) * (U.conj().T @ start))
    return np.sum(np.abs(FOURIER @ end)[POINTS > 0]**2)


g_test = 6.0
H_sym = plane_wave_matrix(cos2(g_test**2), 1.0)
delta_test = doublet(cos2(g_test**2), 1.0)[0]
print("PACKET started in left well, g = 6: probability on right")
for fraction, expected in ((0, 0), (0.5, 0.5), (1, 1), (2, 0)):
    p = right_probability(H_sym, fraction * np.pi / delta_test, g_test)
    assert abs(p - expected) < 0.03
    print(f"  time / (h/2Delta) = {fraction:3.1f}: {p:.4f}")
levels, states = np.linalg.eigh(H_sym)
sine_element = abs(np.vdot(states[:, 0], SINE @ states[:, 1]))
print("BIAS epsilon between mirror forms, g = 6")
for r in (0, 1, 3):
    H_bias = H_sym + r * delta_test / (2 * sine_element) * SINE
    ground_parity = parity(np.linalg.eigh(H_bias)[1][:, 0])
    gap = delta_test * np.sqrt(1 + r * r)
    p = right_probability(H_bias, np.pi / gap, g_test)
    assert abs(ground_parity - 1 / np.sqrt(1 + r * r)) < 2e-3
    assert abs(p - 1 / (1 + r * r)) < 0.03
    print(f"  eps/Delta = {r}: parity {ground_parity:.3f}, max transfer {p:.3f}")

# ---------- round-parameter map ----------
print("MAP, arm 1 A: t = h/(2 Delta) in s")
barriers = (500, 1000, 2000, 4000)
print("  barriers (cm^-1): " + ", ".join(str(v) for v in barriers))
delta_year = 1 / (2 * HZ_PER_CM * sc.Julian_year)
year_lines = []
for mass in (1, 2, 10, 30):
    B = ROT / (mass / 2)
    times = [half_time(doublet(cos2(v), B)[0]) for v in barriers]
    assert all(x < y for x, y in zip(times, times[1:]))
    print(f"  end mass {mass:2d} u: " + ", ".join(f"{t:.2e}" for t in times))
    V_year = brentq(lambda v: np.log(closed_form(v, B) / delta_year), 100, 1e6)
    assert abs(doublet(cos2(V_year), B)[0] / delta_year - 1) < 0.03
    year_lines.append(f"  end mass {mass:2d} u: B {B:.3f} cm^-1, "
                      f"V0 {V_year:.0f} cm^-1, g {np.sqrt(V_year / B):.1f}")
print("BARRIER for t = 1 year (closed form)")
print("\n".join(year_lines))


# ---------- molecules: heavy-heavy length R, X-H length s, angle theta ----------
def cartesian(q, phi):
    R, s, theta = q
    side, along = s * np.sin(theta), s * np.cos(theta)
    return np.array([[0, 0, 0], [0, 0, R], [side, 0, along],
                     [side * np.cos(phi), side * np.sin(phi), R - along]])


class Surface:
    """Plain RHF energies; density-fitted gradients that steer the relaxation."""

    def __init__(self, heavy):
        self.symbols = (heavy, heavy, "H", "H")
        self.density = None

    def solve(self, q, phi, fitted):
        atoms = [(a, tuple(x)) for a, x in zip(self.symbols, cartesian(q, phi))]
        mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g**", verbose=0)
        field = scf.RHF(mol)
        if fitted:
            field = field.density_fit(auxbasis="def2-universal-jkfit")
        field.conv_tol = 1e-10
        field.kernel(dm0=self.density)
        assert field.converged
        self.density = np.asarray(field.make_rdm1())
        return field

    def energy(self, q, phi):
        return self.solve(q, phi, False).e_tot

    def gradient(self, q, phi):
        force = self.solve(q, phi, True).nuc_grad_method().kernel()
        slope = []
        for step in 1e-4 * np.eye(3):
            move = (cartesian(q + step, phi) - cartesian(q - step, phi)) / 2e-4
            slope.append(np.sum(force * move))
        return np.array(slope)

    def relax(self, q, phi, hessian):
        """Newton steps until the predicted gain of a step is below 5 cm^-1."""
        for _ in range(8):
            slope = self.gradient(q, phi)
            step = np.linalg.solve(hessian, slope)
            q = q - step
            if slope @ step / 2 * HARTREE_CM < 5:
                return q
        raise AssertionError("geometry relaxation did not converge")


def torsional_potential(heavy, q_start):
    surface = Surface(heavy)
    angles = np.pi * np.array([2, 3, 4, 1, 0]) / 4
    neighbours = (None, 0, 1, 0, 3)
    slope = surface.gradient(q_start, angles[0])
    hessian = np.array([(surface.gradient(q_start + d, angles[0]) - slope) / 0.01
                        for d in 0.01 * np.eye(3)])
    hessian = (hessian + hessian.T) / 2
    assert np.linalg.eigvalsh(hessian)[0] > 0
    energies, shapes = [], []
    for p, near in zip(angles, neighbours):
        if near is None:
            guess = q_start - np.linalg.solve(hessian, slope)
        else:
            guess = shapes[near]
        q = surface.relax(guess, p, hessian)
        energies.append(surface.energy(q, p))
        shapes.append(q)
    table = np.cos(np.outer(angles, ORDERS))
    base = min(energies)
    c = np.linalg.solve(table, (np.array(energies) - base) * HARTREE_CM)
    shape_series = np.linalg.solve(table, np.array(shapes))
    p = 5 * np.pi / 8
    q = np.cos(ORDERS * p) @ shape_series
    direct = (surface.energy(q, p) - base) * HARTREE_CM
    fit_error = direct - potential(c, p)
    assert abs(fit_error) < 12
    phi0 = minimum(c)
    assert curvature(c, phi0) > 0
    c[0] -= potential(c, phi0)
    return c, phi0, np.cos(ORDERS * phi0) @ shape_series, fit_error


def reduced_inertia(q, phi, masses):
    """Torsional inertia (u A^2) at zero total momentum and angular momentum."""
    m = np.array(masses)[:, None]
    x = cartesian(q, phi) * BOHR
    d = (cartesian(q, phi + 1e-4) - cartesian(q, phi - 1e-4)) * BOHR / 2e-4
    x = x - np.sum(m * x, axis=0) / m.sum()
    d = d - np.sum(m * d, axis=0) / m.sum()
    L = np.sum(m * np.cross(x, d), axis=0)
    tensor = np.sum(m * x * x) * np.eye(3) - (m * x).T @ x
    return np.sum(m * d * d) - L @ np.linalg.solve(tensor, L)


electron = sc.physical_constants["electron mass in u"][0]
LIGHT = {"H": sc.physical_constants["proton mass in u"][0] + electron,
         "D": sc.physical_constants["deuteron mass in u"][0] + electron}
# Starting shapes only; the relaxation replaces them.
STARTS = (("O", 16.0, np.array([1.396 / BOHR, 0.946 / BOHR, np.radians(102.3)])),
          ("S", 32.0, np.array([2.065 / BOHR, 1.327 / BOHR, np.radians(99.0)])))
all_times = []
for heavy, heavy_mass, q_start in STARTS:
    c, phi0, q0, fit_error = torsional_potential(heavy, q_start)
    trans, cis = potential(c, np.pi), potential(c, 0.0)
    assert trans > 0 and cis > 0
    print(f"H2{heavy}2 RHF/6-31G**: dihedral {np.degrees(phi0):.1f} deg, "
          f"fit error {fit_error:.1f} cm^-1")
    print(f"  barriers: trans {trans:.0f}, cis {cis:.0f} cm^-1")
    print(f"  R {q0[0] * BOHR:.3f} A, s {q0[1] * BOHR:.3f} A, "
          f"angle {np.degrees(q0[2]):.1f} deg")
    arm = q0[1] * BOHR * np.sin(q0[2])
    for light, m in LIGHT.items():
        masses = (heavy_mass, heavy_mass, m, m)
        inertia = reduced_inertia(q0, phi0, masses)
        fixed_frame = reduced_inertia(q0, phi0, (1e7, 1e7, m, m))
        assert abs(fixed_frame / (m * arm**2 / 2) - 1) < 1e-4
        B = ROT / inertia
        delta, zero_point, v_even, v_odd = doublet(c, B)
        part_cis, part_trans = flux_parts(B, v_even, v_odd)
        assert abs((part_cis + part_trans) / delta - 1) < 1e-5
        estimate = path_estimate(c, B, 0.0) + path_estimate(c, B, np.pi)
        if heavy == "S":
            assert abs(estimate / delta - 1) < 0.2
        if heavy == "O" and light == "H":
            e, U = np.linalg.eigh(plane_wave_matrix(c, B))
            assert all(abs(abs(parity(U[:, i])) - 1) < 1e-6 for i in range(4))
            assert parity(U[:, 0]) > 0 > parity(U[:, 1])
            assert abs((e[1] - e[0]) / delta - 1) < 1e-6
        stiffer = delta / doublet(1.1 * c, B)[0]
        all_times.append(half_time(delta))
        print(f" {light}2{heavy}2: I {inertia:.4f} u A^2, B {B:.2f}, "
              f"E0 {zero_point:.1f} cm^-1")
        print(f"  Delta {delta:.3e} cm^-1, t {all_times[-1]:.3e} s")
        print(f"  trans share {part_trans / delta:.4f}, "
              f"semiclassical/exact {estimate / delta:.3f}")
        print(f"  potential +10%: t times {stiffer:.2f}")
assert all(x < y for x, y in zip(all_times, all_times[1:]))
print(f"RATIO t(D2S2)/t(H2O2): {all_times[-1] / all_times[0]:.2e}")
print("PASS")
```

Output:

```
MODEL V0*cos^2(phi): exact / closed-form splitting
  g =  5: ratio 0.9067
  g = 10: ratio 0.9550
  g = 20: ratio 0.9778
  g = 40: ratio 0.9890
PACKET started in left well, g = 6: probability on right
  time / (h/2Delta) = 0.0: 0.0000
  time / (h/2Delta) = 0.5: 0.4994
  time / (h/2Delta) = 1.0: 0.9989
  time / (h/2Delta) = 2.0: 0.0002
BIAS epsilon between mirror forms, g = 6
  eps/Delta = 0: parity 1.000, max transfer 0.999
  eps/Delta = 1: parity 0.707, max transfer 0.499
  eps/Delta = 3: parity 0.316, max transfer 0.100
MAP, arm 1 A: t = h/(2 Delta) in s
  barriers (cm^-1): 500, 1000, 2000, 4000
  end mass  1 u: 1.83e-11, 2.53e-10, 1.33e-08, 4.59e-06
  end mass  2 u: 5.07e-10, 2.67e-08, 9.19e-06, 4.48e-02
  end mass 10 u: 5.06e-04, 7.16e+00, 6.64e+06, 2.27e+15
  end mass 30 u: 3.63e+04, 8.32e+11, 2.66e+22, 2.37e+37
BARRIER for t = 1 year (closed form)
  end mass  1 u: B 33.715 cm^-1, V0 23418 cm^-1, g 26.4
  end mass  2 u: B 16.858 cm^-1, V0 11394 cm^-1, g 26.0
  end mass 10 u: B 3.372 cm^-1, V0 2136 cm^-1, g 25.2
  end mass 30 u: B 1.124 cm^-1, V0 680 cm^-1, g 24.6
H2O2 RHF/6-31G**: dihedral 115.6 deg, fit error 0.9 cm^-1
  barriers: trans 325, cis 3011 cm^-1
  R 1.397 A, s 0.945 A, angle 102.2 deg
 H2O2: I 0.4010 u A^2, B 42.04, E0 165.6 cm^-1
  Delta 2.258e+01 cm^-1, t 7.387e-13 s
  trans share 1.0000, semiclassical/exact 1.385
  potential +10%: t times 1.12
 D2O2: I 0.7533 u A^2, B 22.38, E0 131.1 cm^-1
  Delta 4.691e+00 cm^-1, t 3.555e-12 s
  trans share 1.0000, semiclassical/exact 1.232
  potential +10%: t times 1.21
H2S2 RHF/6-31G**: dihedral 89.4 deg, fit error -10.7 cm^-1
  barriers: trans 2065, cis 2907 cm^-1
  R 2.065 A, s 1.328 A, angle 99.0 deg
 H2S2: I 0.8348 u A^2, B 20.19, E0 222.6 cm^-1
  Delta 3.189e-06 cm^-1, t 5.230e-06 s
  trans share 0.9466, semiclassical/exact 1.058
  potential +10%: t times 2.60
 D2S2: I 1.6113 u A^2, B 10.46, E0 161.5 cm^-1
  Delta 7.519e-10 cm^-1, t 2.218e-02 s
  trans share 0.9799, semiclassical/exact 1.041
  potential +10%: t times 3.87
RATIO t(D2S2)/t(H2O2): 3.00e+10
PASS
```
